# Why hexagonal and square charged-defect supercells have nearly equal planar Madelung energies

**Question**

I am working on charged defects in a single-layer channel material and am stuck on an exercise. Put one point charge \(q\) in each cell of a planar lattice, and neutralise it with a uniform background lying in the same plane. Compare the Madelung energy of the hexagonal lattice with that of the square lattice at equal cell area, and show that they differ by only about 0.5 percent.

My direct sum \(\sum 1/R\) diverges, and I am not sure that the background can be subtracted without ambiguity. I also don't see why the energies should be so close: one lattice has six nearest neighbours, the other four, at different distances. Finally, does the result mean that the shape of my MoS\(_2\) supercell doesn't matter?

**Answer**

The background can be subtracted safely if charges and background are cut off together, in whole cells. An Ewald transformation then gives a short formula in which most of the energy is visibly the same for both lattices. I use atomic units in the algebra, so two charges interact as \(q^2/r\). The interaction is the bare three-dimensional one, although the charges lie in a plane.

**What is being summed**

Let \(A\) be the cell area and \(-q/A\) the background density. Take a large patch \(P\) of whole cells, each centred on its charge, with the patch centred on the charge at the origin. The potential at the origin, without the infinite contribution of the charge sitting there, is

\[
v=q\lim_{P\to\infty}\left[\sum_{\mathbf R\ne0}^{P}\frac1R-\frac1A\int_P\frac{d^2r}{r}\right].
\]

Each term diverges, but the difference converges. A point charge with its own cell of background is neutral, and it has no dipole because the cell is symmetric under inversion. Its leading potential at distance \(R\) is quadrupolar, of order \(1/R^3\). The cells beyond a distance \(L\) therefore contribute about \(\int_L^\infty R\,dR/R^3\), which falls as \(1/L\).

The energy per cell also contains the energy of the background:

\[
E=\frac12\left[qv-\frac qA\int_{\rm cell}\phi(\mathbf r)\,d^2r\right].
\]

Here \(\phi\) is the full potential in the plane. The second term vanishes, for the following reason. Define

\[
I(\mathbf r)=\int_P\frac{d^2r'}{|\mathbf r-\mathbf r'|}.
\]

Averaging the potential of all the point charges over the central cell gives \((q/A)I(0)\), because the cell, shifted by every lattice vector, tiles the patch. The background contributes \(-(q/A)\langle I(\mathbf r)\rangle\), where the brackets denote the cell average. Hence

\[
\langle\phi\rangle=\frac qA\left[I(0)-\langle I(\mathbf r)\rangle\right].
\]

For a patch of linear size \(L\), scaling all lengths gives \(I(\mathbf r)=L\,I_1(\mathbf r/L)\), with \(I_1\) smooth and even near the centre. The bracket is therefore of order \(r^2/L\) and goes to zero. For a patch of \(401\times401\) cells the mean is about \(1.2\times10^{-3}\,q/\sqrt A\) for both lattices. In the limit,

\[
E=\tfrac12 qv .
\]

The factor \(1/2\) prevents each pair from being counted twice.

**Splitting the sum**

Use the Gaussian representation

\[
\frac1r=\frac1{\sqrt\pi}\int_0^\infty t^{-1/2}e^{-r^2t}\,dt .
\]

Since \(\int e^{-r^2t}d^2r=\pi/t\), the potential becomes

\[
\frac vq=\frac1{\sqrt\pi}\int_0^\infty dt\,t^{-1/2}
\left[\sum_{\mathbf R\ne0}e^{-R^2t}-\frac{\pi}{At}\right].
\]

Exchanging the sum and the integral is allowed when each charge is kept with its own cell. For a distant cell the first-order Taylor term cancels by inversion, and the second derivatives of the Gaussian are bounded by \((2t+4t^2r^2)e^{-r^2t}\). Integrated with \(t^{-1/2}\), this bound is a constant times \(1/r^3\), which is summable in the plane. The finitely many near cells cause no difficulty.

Divide the integral at \(t=\eta^2\), where \(\eta>0\) is arbitrary.

For \(t>\eta^2\), substitute \(t=u^2\). Each lattice vector gives

\[
\frac2{\sqrt\pi}\int_\eta^\infty e^{-R^2u^2}du=\frac{\operatorname{erfc}(\eta R)}R,
\]

and the background gives

\[
-\frac{\sqrt\pi}{A}\int_{\eta^2}^{\infty}t^{-3/2}dt=-\frac{2\sqrt\pi}{A\eta}.
\]

For \(t<\eta^2\) the Gaussians are broad, so the sum converges faster in reciprocal space. Poisson summation gives

\[
\sum_{\mathbf R}e^{-R^2t}=\frac{\pi}{At}\sum_{\mathbf G}e^{-G^2/4t}.
\]

The left side includes \(\mathbf R=0\), which equals 1 and must be removed. The \(\mathbf G=0\) term on the right cancels the background. The bracket is then

\[
\frac{\pi}{At}\sum_{\mathbf G\ne0}e^{-G^2/4t}-1 .
\]

The \(-1\) integrates to \(-2\eta/\sqrt\pi\). For each \(\mathbf G\), substitute \(t=1/w^2\), so that \(t^{-3/2}dt=-2\,dw\):

\[
\frac{\sqrt\pi}{A}\int_0^{\eta^2}t^{-3/2}e^{-G^2/4t}dt
=\frac{2\sqrt\pi}{A}\int_{1/\eta}^\infty e^{-G^2w^2/4}dw
=\frac{2\pi}{AG}\operatorname{erfc}\!\left(\frac G{2\eta}\right).
\]

Collecting the four pieces,

\[
\frac vq=\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(\eta R)}R
+\frac{2\pi}{A}\sum_{\mathbf G\ne0}\frac{\operatorname{erfc}(G/2\eta)}G
-\frac{2\eta}{\sqrt\pi}-\frac{2\sqrt\pi}{A\eta}.
\]

The total does not depend on \(\eta\), which marks the place where one integral was cut in two.

**The two sums can be made equal**

In a plane, the reciprocal lattice is the direct lattice turned by 90 degrees and rescaled. With \(\mathbf a_1,\mathbf a_2\) ordered so that \(\hat z\cdot(\mathbf a_1\times\mathbf a_2)=A\), the reciprocal vectors are

\[
\mathbf b_1=\frac{2\pi}{A}\,\mathbf a_2\times\hat z,\qquad
\mathbf b_2=\frac{2\pi}{A}\,\hat z\times\mathbf a_1 .
\]

They satisfy \(\mathbf b_i\cdot\mathbf a_j=2\pi\delta_{ij}\), and

\[
m\mathbf b_1+n\mathbf b_2=\frac{2\pi}{A}\,\hat z\times(n\mathbf a_1-m\mathbf a_2).
\]

Thus each \(\mathbf G\) has a partner \(\mathbf R\) with \(G=2\pi R/A\). Now choose \(\eta^2=\pi/A\). Then \(G/2\eta=\pi R/(A\eta)=\eta R\), and \(2\pi/(AG)=1/R\), so the sums are equal term by term. Each of the two constants becomes \(-2/\sqrt A\). With \(s=R/\sqrt A\),

\[
v=-\frac{\alpha q}{\sqrt A},\qquad
E=-\frac{\alpha q^2}{2\sqrt A},\qquad
\boxed{\alpha=4-2\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(\sqrt\pi\,s)}s.}
\]

This holds for any planar lattice with one charge per cell. At fixed area, the 4 is common to all of them and the sum carries the shape.

**Hexagonal against square**

For the hexagonal lattice \(A=(\sqrt3/2)a^2\), so the six nearest neighbours lie at \(s=(2/\sqrt3)^{1/2}=1.07457\). There \(\operatorname{erfc}(\sqrt\pi s)=0.007070\), and the first shell gives

\[
\alpha_{\rm hex}\approx4-\frac{2\times6\times0.007070}{1.07457}=3.92105 .
\]

For the square lattice the four nearest neighbours lie at \(s=1\), where the function is \(0.012189\):

\[
\alpha_{\rm sq}\approx4-2\times4\times0.012189=3.90249 .
\]

Including the further shells,

\[
\alpha_{\rm hex}=3.921032,\qquad \alpha_{\rm sq}=3.900265,
\]

\[
\frac{\alpha_{\rm hex}-\alpha_{\rm sq}}{\alpha_{\rm hex}}
=\frac{0.020767}{3.921032}=0.530\ \text{percent}.
\]

As a check on the Ewald algebra, I evaluated the original patch definition for \(301\times301\) and \(601\times601\) cells and extrapolated linearly in the inverse patch size. The results agree with these values to the six decimals shown.

This answers your question about neighbours. The shape terms \(4-\alpha\) are 0.079 and 0.100, so the square's term is about a quarter larger than the hexagonal one. But they are small corrections to the common 4. The hexagonal lattice has more nearest neighbours, but they are farther away at equal area, and the rapid decay of erfc more than compensates for their number. Its energy is therefore the lower of the two. The division into 4 and a remainder belongs to the balanced choice of \(\eta\); the total does not.

**When the shape does matter**

Equal area alone does not make the energies close. Consider a rectangular lattice with side ratio \(\rho\). Exchanging the sides replaces \(\rho\) by \(1/\rho\) and leaves the energy unchanged, so \(\alpha\) is even in \(\ln\rho\). Near the square it therefore changes at second order in \(\ln\rho\), and a slight elongation costs little. At larger ratios the change is substantial:

- For \(\rho=2\), \(\alpha=3.566\), which is 9.06 percent below the hexagonal value.
- For \(\rho=4\), \(\alpha=2.270\), which is 42.11 percent below it.

For very large \(\rho\), the charges form dense, widely separated rows. Neighbours in a row lie at \(s=j/\sqrt\rho\), with \(j=\pm1,\pm2,\ldots\). The erfc factor cuts off their sum near \(|j|\sim\sqrt\rho\), so

\[
2\sum_{j\ne0}\frac{\sqrt\rho}{|j|}\operatorname{erfc}\!\left(|j|\sqrt{\frac{\pi}{\rho}}\right)
\simeq 4\sqrt\rho\,\ln\sqrt\rho=2\sqrt\rho\,\ln\rho
\]

to leading logarithmic order. This gives the growth at very large \(\rho\) but overestimates the sum badly at moderate ratios: at \(\rho=4\) it gives 5.5, whereas the actual shape term is \(4-2.270=1.73\). The full sum passes 4 near \(\rho\approx7.06\). Beyond that ratio \(\alpha\) is negative, so the energy \(E\) is positive.

**Numbers for a supercell**

For a charged defect, \(E\) is the interaction of the defect charge with its periodic images and the background. An isolated defect has no such term, so within this model one adds \(-E\) to the supercell energy.

Take \(q=1\,e\) and a \(6\times6\) supercell with lattice constant 3.2 Å, a rough value for monolayer MoS\(_2\). The digits kept below serve to compare cell shapes for exactly these inputs; they do not express the accuracy of the model for the real material. The area is 319.25 Å\(^2\) and \(\sqrt A=17.868\) Å. With \(e^2/4\pi\varepsilon_0=14.3996\) eV Å,

\[
E_{\rm hex}=-\frac{3.9210\times14.3996}{2\times17.868}\ {\rm eV}
=-1.5800\ {\rm eV},
\]

or \(-0.05806\) hartree. The square cell of the same area gives \(-1.5716\) eV. The difference is 8.37 meV. At fixed charge it falls as \(1/\sqrt A\), while the relative difference stays at 0.53 percent.

The square is an idealisation here. A rectangle along the crystal axes has sides \(na\) and \(m\sqrt3a\), which cannot be equal for nonzero integers because \(\sqrt3\) is irrational. The rectangle \(6a\times3\sqrt3a\) does fit the crystal and has the same area as the \(6\times6\) cell. It gives \(-1.5663\) eV, 0.87 percent smaller in magnitude than the hexagonal result.

**How far this carries over to real MoS\(_2\)**

For the parameters used here, the bare interaction is the assumption with the largest effect, because the layer itself polarises. (The background term of the next section overtakes it once the layer repeat exceeds about 50 Å.) A simple model replaces \(2\pi/k\) in reciprocal space by \(2\pi/[k(1+r_0k)]\). With a rough in-plane screening length \(r_0=40\) Å, the energies become \(-0.4210\) eV (hexagonal) and \(-0.4194\) eV (square). The correction shrinks by nearly a factor of four, and the shape difference becomes 1.65 meV, or 0.39 percent of the screened hexagonal value. These screened energies are themselves estimates. The shortest reciprocal vector is about 0.38 Å\(^{-1}\), and its product with a layer thickness of roughly 6 Å is about 2, so treating the layer as infinitely thin is not accurate at that wavelength. A substrate or gate would add further screening, which I have not calculated.

A real defect charge is also spread out. Let it be an in-plane Gaussian with standard deviation \(w\) along each axis. The relative displacement of two such charges has variance \(2w^2\) per axis, so to leading order their repulsion changes by

\[
q^2w^2\nabla^2\frac1R=\frac{q^2w^2}{R^3},
\]

where the Laplacian is the planar one. The change is positive, so the image energy becomes less negative. For \(w=2\) Å and no screening, the energies are \(-1.5336\) and \(-1.5244\) eV, a difference of 9.21 meV or 0.60 percent. With both spreading and screening they are \(-0.4097\) and \(-0.4081\) eV, a difference of 1.67 meV or 0.41 percent. The figure of 0.53 percent thus belongs to bare point charges, although the shape difference remains small in these variants.

**Check where your code puts the background**

A three-dimensional periodic calculation also repeats the layer. If each copy has its own in-plane background, a 20 Å repeat raises the bare point-charge energies by 2.36 meV (hexagonal) and 2.96 meV (square). This is small compared with the total, but it adds 0.6 meV to the shape difference.

Spreading the background through the whole cell has a much larger effect. Averaged over the plane, the defect layer has charge density \(q/A\) per area, and the background has density \(-q/(AL_z)\) per volume, where \(L_z\) is the layer repeat. Between one layer and the next, Gauss's law and symmetry give

\[
\mathcal E_z=\frac{2\pi q}{A}\left(1-\frac{2z}{L_z}\right),\qquad 0<z<L_z .
\]

The average of the squared bracket is \(1/3\), so the added field energy per cell is

\[
\frac{A}{8\pi}\int_0^{L_z}\mathcal E_z^2\,dz
=\frac{A}{8\pi}\,\frac{4\pi^2q^2}{A^2}\,\frac{L_z}{3}
=\frac{\pi q^2L_z}{6A}.
\]

For the present cell with \(L_z=20\) Å this is \(+0.4723\) eV. The field is uniform over the plane (\(k=0\)), so the in-plane screening factor \(1/(1+r_0k)\) of the thin-sheet model leaves it unchanged. Added to the screened value \(-0.4210\) eV, it gives about \(+0.05\) eV, so the correction changes sign. A real layer of finite thickness would reduce the term somewhat through its out-of-plane polarisation, which is not included. It is the same for both shapes at equal \(A\) and \(L_z\), so it cancels from their difference. It does not cancel from the correction itself, and it grows as vacuum is added.

So for compact cells of equal area, the choice between hexagonal and nearly square changes the unscreened correction in this example by about 8 meV for the ideal square and about 14 meV for the rectangle that fits the crystal. Screening changes it by more than 1 eV, and the placement of the background by almost half an eV at \(L_z=20\) Å, with or without in-plane screening of a thin sheet. Those two choices need attention before the cell shape does, but an elongated cell is not harmless: a 2:1 rectangle of this area already differs from the hexagonal cell by about 0.14 eV without screening and about 0.03 eV with it. The numerical output below lists the main values used here.

## Table of computed values

```
DIMENSIONLESS LATTICE RESULTS
alpha, hexagonal: 3.921032 (direct sum 3.921032)
alpha, square: 3.900265 (direct sum 3.900265)
alpha, rectangle 6a x 3sqrt(3)a: 3.887090 (direct sum 3.887090)
alpha, rectangle 2:1: 3.565675 (direct sum 3.565675)
alpha, rectangle 4:1: 2.270057 (direct sum 2.270057)
hexagonal: nearest s = 1.07457, erfc(sqrt(pi) s) = 0.007070
  first shell alone gives alpha = 3.92105
  whole shape term 4 - alpha = 0.078968
  mean potential, 401 x 401 patch = 1.22e-03 q/sqrt(A)
square: nearest s = 1.00000, erfc(sqrt(pi) s) = 0.012189
  first shell alone gives alpha = 3.90249
  whole shape term 4 - alpha = 0.099735
  mean potential, 401 x 401 patch = 1.18e-03 q/sqrt(A)
(alpha_hex - alpha_square)/alpha_hex = 0.530 percent
rectangle 6a x 3sqrt(3)a: below hexagonal by 0.87 percent
rectangle 2:1: below hexagonal by 9.06 percent
rectangle 4:1: below hexagonal by 42.11 percent
EXAMPLE, CHARGE 1 e, ROUGH MoS2 PARAMETERS
lattice constant = 3.2 angstrom, 6 x 6
cell area = 319.25 angstrom^2, square root = 17.868 angstrom
hexagonal cell side = 19.20 angstrom
e^2/(4 pi eps0) = 14.3996 eV angstrom
E, hexagonal = -1.5800 eV = -0.058064 hartree
E, square = -1.5716 eV = -0.057756 hartree
E, rectangle 6a x 3sqrt(3)a = -1.5663 eV = -0.057561 hartree
E_square - E_hex = 8.37 meV
NEGLECTED EFFECTS FOR THE SAME CELL
screening length = 40 angstrom
defect width = 2 angstrom
layer repeat = 20 angstrom
screened point: E_hex = -0.4210 eV, E_square = -0.4194 eV
  E_square - E_hex = 1.65 meV, 0.392 percent
bare Gaussian: E_hex = -1.5336 eV, E_square = -1.5244 eV
  E_square - E_hex = 9.21 meV, 0.601 percent
screened Gaussian: E_hex = -0.4097 eV, E_square = -0.4081 eV
  E_square - E_hex = 1.67 meV, 0.407 percent
repeated layers, hexagonal: energy shift = +2.36 meV
repeated layers, square: energy shift = +2.96 meV
background spread over 3D cell adds 0.4723 eV (both)
```
